# Spin-dipole and field-gradient integrals, and their contact term, part 1

(Sections cited here and not found follow in the second part.)

## First half: the common kernel and its behaviour at the nucleus

In the calculation of nuclear spin-spin couplings, the magnetic moment of each nucleus acts on the spins of the electrons. One part of this interaction has the angular form of a dipole field and requires its own set of integrals over basis functions. The following problem relates these integrals to those of the electric field gradient, and both to the nuclear-attraction integrals, those of the operator $1/|\mathbf r-\mathbf R|$.

Atomic units are used. The electron has charge $-1$, the speed of light is $1/\alpha$ with $\alpha$ the fine-structure constant, and the magnetic constant $\mu_0/4\pi$ equals $\alpha^2$. A point nucleus $K$ sits at $\mathbf R$ and has magnetic moment $\mathbf m$. An electron sits at $\mathbf r$, with $\mathbf u=\mathbf r-\mathbf R$, $u=|\mathbf u|$ and $\mathbf n=\mathbf u/u$. Indices $i,j$ run over $x,y,z$, and $\partial_i$ means $\partial/\partial u_i$ unless another variable is written. The basis functions $\chi_\mu$ are real, and the product

$$f(\mathbf r)=\chi_\mu(\mathbf r)\chi_\nu(\mathbf r)$$

is taken to be smooth and to decay rapidly at infinity, as it does for Gaussian functions.

### (a) The magnetic interaction

**Question.** The vector potential of the nuclear moment is $\mathbf A=\alpha^2\,\mathbf m\times\mathbf u/u^3$. Write its magnetic field in terms of second derivatives of $1/u$. Evaluate them for $u\neq0$, and find the energy of an electron spin $\mathbf s$ in this field.

**Solution.** The gradient of $1/u$ is $-\mathbf u/u^3$. Since $\mathbf m$ is constant,

$$\nabla\times\frac{\mathbf m}{u}=\nabla\!\left(\frac1u\right)\times\mathbf m=-\frac{\mathbf u\times\mathbf m}{u^3}=\frac{\mathbf m\times\mathbf u}{u^3}.$$

Thus $\mathbf A=\alpha^2\nabla\times(\mathbf m/u)$. The field is the curl of $\mathbf A$, and the identity $\nabla\times\nabla\times\mathbf v=\nabla(\nabla\cdot\mathbf v)-\nabla^2\mathbf v$ gives

$$B_i=\alpha^2\sum_j m_j\left(\partial_i\partial_j-\delta_{ij}\nabla^2\right)\frac1u. \tag{1}$$

For $u\neq0$ we differentiate $\partial_i(1/u)=-u_i/u^3$ once more. The derivative of $u_i$ gives $-\delta_{ij}/u^3$, and that of $u^{-3}$ gives $+3u_iu_j/u^5$:

$$\partial_i\partial_j\frac1u=\frac{3u_iu_j-\delta_{ij}u^2}{u^5}\equiv T_{ij}(\mathbf u),\qquad u\neq0. \tag{2}$$

The trace is $\sum_iT_{ii}=(3u^2-3u^2)/u^5=0$. Therefore $\nabla^2(1/u)=0$ away from the nucleus, and there $B_i=\alpha^2\sum_jT_{ij}m_j$.

The spin magnetic moment of the electron is $-(g_e/2)\mathbf s$, with $g_e$ positive and the Bohr magneton equal to $1/2$. Its energy is minus the moment times the field, so the two minus signs cancel:

$$h^{\rm SD}=\frac{g_e\alpha^2}{2}\sum_{ij}s_i\,T_{ij}(\mathbf u)\,m_j. \tag{3}$$

This is the spin-dipole (SD) interaction. The spatial integrals it needs are $\langle\mu|T_{ij}|\nu\rangle$. What the field does at $u=0$ is not settled by equation (2), and it is taken up in part (g).

### (b) The electric field gradient

**Question.** Find the traceless electric field gradient produced at the nucleus by one electron. Why is the trace left out of it, and how are its integrals related to those of equation (3)?

**Solution.** The field gradient is here the matrix $V_{ij}$ of second derivatives of the electrostatic potential with respect to the position at which it is felt. The electron produces the potential $-1/|\mathbf r-\mathbf R|$ at $\mathbf R$. Because $\mathbf u=\mathbf r-\mathbf R$, each derivative with respect to $R_i$ equals $-\partial_i$. Two of them restore the sign, so for $u\neq0$

$$V_{ij}=-\frac{\partial^2}{\partial R_i\partial R_j}\frac1{|\mathbf r-\mathbf R|}=-T_{ij}(\mathbf u).$$

The trace is left out because the nuclear quadrupole does not feel it. Let a nucleus of charge density $\rho_n(\mathbf x)$, with $\mathbf x$ measured from its centre, sit in an external potential. The second-order term of its energy is $\frac12\sum_{ij}V_{ij}\int\rho_nx_ix_j\,d^3x$. Writing

$$x_ix_j=\tfrac13\left(3x_ix_j-\delta_{ij}x^2\right)+\tfrac13\delta_{ij}x^2$$

splits this energy into

$$\frac16\sum_{ij}V_{ij}Q_{ij}+\frac16\Big(\sum_iV_{ii}\Big)\int\rho_nx^2\,d^3x,\qquad Q_{ij}=\int\rho_n(3x_ix_j-\delta_{ij}x^2)\,d^3x.$$

Since $Q_{ij}$ has no trace, adding a multiple of $\delta_{ij}$ to $V_{ij}$ leaves the first term unchanged. The second term depends on the size of the nucleus and not on its orientation.

The traceless field-gradient integrals are therefore

$$V_{ij,\mu\nu}=-\langle\mu|T_{ij}|\nu\rangle. \tag{4}$$

They equal the SD integrals apart from the factor $-1$, the charge of the electron. The matrix is symmetric, so it has six distinct components. The zero trace leaves five of them independent.

The two properties differ in what multiplies the integrals. The field gradient is a sum with the charge-density matrix. The SD interaction contains $\mathbf s$, so its sum is with a spin-density matrix. In a closed-shell singlet that matrix vanishes, and the spin part of the coupling comes from the spin density that one nuclear moment induces and another one feels.

### (c) What the integrals mean at the nucleus

**Question.** The kernel grows as $u^{-3}$. Does $\int fT_{ij}\,d^3u$ converge?

**Solution.** It does not converge absolutely if $f(\mathbf R)\neq0$, because $u^{-3}$ times the volume element $u^2\,du$ gives $du/u$, whose integral diverges logarithmically. We therefore cut out a sphere of radius $\varepsilon$ about the nucleus and let $\varepsilon\to0$. The angular average needed is

$$\oint n_in_j\,d\Omega=\frac{4\pi}{3}\delta_{ij}. \tag{5}$$

For $i\neq j$ the integrand changes sign under the reflection $n_i\to-n_i$, so the integral vanishes. The three diagonal integrals are equal by symmetry, and their sum is $\oint d\Omega=4\pi$.

Near the nucleus, $f(\mathbf R+\mathbf u)=f(\mathbf R)+\mathbf u\cdot\nabla f(\mathbf R)+O(u^2)$. The constant term is multiplied by $\oint(3n_in_j-\delta_{ij})d\Omega$, which is $4\pi\delta_{ij}-4\pi\delta_{ij}=0$. The linear term is odd in $\mathbf n$ while $T_{ij}$ is even, so it also integrates to zero. The remainder gives $u^2\,u^{-3}\,u^2\,du=u\,du$, which is integrable. The limit exists, and from here on $\langle\mu|T_{ij}|\nu\rangle$ denotes this limit:

$$\langle\mu|T_{ij}|\nu\rangle=\lim_{\varepsilon\to0}\int_{u>\varepsilon}f(\mathbf R+\mathbf u)\,T_{ij}(\mathbf u)\,d^3u. \tag{6}$$

### (d) Differentiating the nuclear-attraction integral

**Question.** Let

$$U(\mathbf R)=\int\frac{f(\mathbf r)}{|\mathbf r-\mathbf R|}\,d^3r,\qquad D_{ij}=\frac{\partial^2U}{\partial R_i\partial R_j},$$

with the basis functions held fixed while $\mathbf R$ moves. Write $D_{ij}$ as an integral that converges absolutely. Why must the functions be held fixed?

**Solution.** Carrying both derivatives under the integral onto $1/|\mathbf r-\mathbf R|$ would produce the kernel $T_{ij}$, whose integral does not converge absolutely. The exchange of derivative and integral is then not justified. We first change the variable from $\mathbf r$ to $\mathbf u$:

$$U(\mathbf R)=\int\frac{f(\mathbf R+\mathbf u)}{u}\,d^3u.$$

Now $\mathbf R$ appears in the smooth function $f$ and not in the singular factor. Since $1/u$ is integrable near the origin and the derivatives of $f$ are continuous and decay, both derivatives may be taken inside:

$$D_{ij}=\int\frac{(\partial_i\partial_jf)(\mathbf R+\mathbf u)}{u}\,d^3u. \tag{7}$$

With $f=\chi_\mu\chi_\nu$, the product rule gives

$$\partial_i\partial_jf=(\partial_i\partial_j\chi_\mu)\chi_\nu+(\partial_i\chi_\mu)(\partial_j\chi_\nu)+(\partial_j\chi_\mu)(\partial_i\chi_\nu)+\chi_\mu(\partial_i\partial_j\chi_\nu).$$

The required quantities are thus ordinary attraction integrals over differentiated basis functions.

The condition on the basis matters. Suppose that both functions are centred on nucleus $K$ and are carried along with it. The attraction integral then depends on no changing distance, and its derivative is zero. The derivative wanted here is that of the operator alone, even where a basis function happens to be centred at $\mathbf R$.

### (e) From the derivative to the kernel

**Question.** Integrate equation (7) by parts and find how $D_{ij}$ differs from $\langle\mu|T_{ij}|\nu\rangle$.

**Solution.** Cut out the sphere $u<\varepsilon$. This changes equation (7) by an amount that vanishes with $\varepsilon$, because the integrand is absolutely integrable. The normal pointing out of the remaining region, at the surface of the small sphere, is $-\mathbf n$. The surface at infinity contributes nothing because $f$ decays.

For the first integration by parts we use

$$\partial_i\!\left[\frac{\partial_jf}{u}\right]=\frac{\partial_i\partial_jf}{u}+(\partial_jf)\,\partial_i\frac1u,$$

which gives

$$\int_{u>\varepsilon}\frac{\partial_i\partial_jf}{u}\,d^3u=-\oint_{u=\varepsilon}n_i\frac{\partial_jf}{\varepsilon}\,dS-\int_{u>\varepsilon}(\partial_jf)\,\partial_i\frac1u\,d^3u.$$

The surface has area $4\pi\varepsilon^2$ and the integrand is of order $1/\varepsilon$, so the surface term is at most of order $\varepsilon$ and vanishes in the limit.

For the second integration we use $\partial_j[f\,\partial_i(1/u)]=(\partial_jf)\,\partial_i(1/u)+fT_{ij}$. The minus sign in front of the volume integral and the minus sign of the normal combine to a plus:

$$-\int_{u>\varepsilon}(\partial_jf)\,\partial_i\frac1u\,d^3u=+\oint_{u=\varepsilon}n_jf\,\partial_i\frac1u\,dS+\int_{u>\varepsilon}fT_{ij}\,d^3u.$$

On the sphere $\partial_i(1/u)=-n_i/\varepsilon^2$ and $dS=\varepsilon^2d\Omega$. The powers of $\varepsilon$ cancel, so this surface term survives. By equation (5),

$$-\oint n_in_j\,f(\mathbf R+\varepsilon\mathbf n)\,d\Omega\;\longrightarrow\;-\frac{4\pi}{3}\delta_{ij}f(\mathbf R).$$

The volume integral tends to the limit in equation (6). Hence

$$D_{ij}=\langle\mu|T_{ij}|\nu\rangle-\frac{4\pi}{3}\,\delta_{ij}\,\chi_\mu(\mathbf R)\chi_\nu(\mathbf R). \tag{8}$$

As a statement about operators between smooth functions, this is

$$\frac{\partial^2}{\partial R_i\partial R_j}\frac1{|\mathbf r-\mathbf R|}=T_{ij}(\mathbf u)-\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf u). \tag{9}$$

The delta function enters the diagonal components alone. It vanishes for a pair of functions if either of them is zero at the nucleus, as a $p$ function centred there is.

Equation (8) was tested on 18 functions of $s$, $p$ and $d$ type on two centres. Finite differences of attraction integrals were compared with direct quadrature of equation (6). The largest deviation was $4\times10^{-8}$ atomic units with the contact term included, and 1.8 atomic units without it.

### (f) The shape of the hole, and the correction

**Question.** Would a hole of another shape give the same integral of $T_{ij}$? Give two ways of obtaining the SD integrals from $D_{ij}$.

**Solution.** Let the hole have the surface $u=\varepsilon h(\mathbf n)$ instead of $u=\varepsilon$. The integral outside it differs from that outside the sphere by the layer between the two surfaces. In that layer $f$ tends to $f(\mathbf R)$, and $\int_{\varepsilon h}^{\varepsilon}du/u=-\ln h$, so the difference tends to

$$-f(\mathbf R)\oint(3n_in_j-\delta_{ij})\ln h(\mathbf n)\,d\Omega.$$

The size $\varepsilon$ has dropped out, but the shape remains. For a spheroid twice as long along $z$ as across, $h^{-2}=1-\frac34c^2$ with $c=n_z$. The $zz$ difference is then

$$\pi f(\mathbf R)\int_{-1}^{1}(3c^2-1)\ln\!\left(1-\tfrac34c^2\right)dc=-\frac{3\pi}{2}f(\mathbf R)\int_{-1}^{1}\frac{c^2(1-c^2)}{1-\frac34c^2}\,dc<0.$$

The second form follows by parts, since the antiderivative $c^3-c$ vanishes at both ends. For $f=e^{-u^2}$ the sphere gives zero by symmetry and the spheroid gives $-2.008$ atomic units. Equation (7) contains no hole, so $D_{ij}$ does not depend on this choice. The contact term must then change by the opposite amount. The contact term in equation (8) holds for the spherical hole, and for any other shape for which the angular integral above vanishes.

The kernel $T_{ij}$ has no trace, whatever the shape of the hole, and the trace of equation (8) is $\sum_iD_{ii}=-4\pi f(\mathbf R)$. This is Poisson's equation for the potential of the density $f$. The contact term can therefore be removed in either of two ways:

$$\langle\mu|T_{ij}|\nu\rangle=D_{ij}+\frac{4\pi}{3}\delta_{ij}\chi_\mu(\mathbf R)\chi_\nu(\mathbf R)=D_{ij}-\frac13\delta_{ij}\sum_kD_{kk}. \tag{10}$$

The first form needs the values of the basis functions at the nucleus. The second needs the three diagonal derivative integrals. Both are linear in $f$, so they may be applied to separate integrals or to their sum with a density matrix.

## Second half: contact fields, couplings and worked numbers

The symbols are those used so far, in atomic units. The vector from the nucleus to the electron is $\mathbf u=\mathbf r-\mathbf R$, and $f=\chi_\mu\chi_\nu$ is a product of real basis functions. The kernel $T_{ij}=(3u_iu_j-\delta_{ij}u^2)/u^5$ is traceless and is integrated with a vanishing spherical hole. The raw integrals $D_{ij}$ are second derivatives of the attraction integral $U$ with respect to $\mathbf R$ at fixed basis functions, and they obey

$$D_{ij}=\langle\mu|T_{ij}|\nu\rangle-\frac{4\pi}{3}\delta_{ij}f(\mathbf R),\qquad \sum_iD_{ii}=-4\pi f(\mathbf R).$$

The SD integrals are $\langle\mu|T_{ij}|\nu\rangle$, and the field-gradient integrals of an electron are their negatives. The field of a nuclear moment is $B_i=\alpha^2\sum_jm_j(\partial_i\partial_j-\delta_{ij}\nabla^2)(1/u)$, and a spin in it has the energy $(g_e/2)\,\mathbf s\cdot\mathbf B$.

### (g) The complete spin operator

**Question.** Find the field of the nuclear moment including the point $u=0$. What multiple of the Fermi-contact operator is contained in the raw derivative?

This part has shown that the spin-dipole and field-gradient integrals follow from second derivatives of the nuclear-attraction integral once a contact term at the nucleus is removed. What remains is to answer the question just posed in (g), and then to work out the case of one Gaussian function, the effect on isotropic couplings and the example of HD.
